The Breit-Pauli Hamiltonian with anomalous moments and its hydrogen-like levels, part 2

Two spin-1/2 particles with charges q₁, q₂ and masses m₁, m₂ are bound by the Coulomb force; their level shifts of order mα⁴ are sought. Units are ħ = c = 1 and Heaviside-Lorentz (α = e²/4π). Further, α₁₂ = q₁q₂/4π, r = r₁ − r₂, n = r/r, and p_a, σ_a are the momentum and Pauli matrices of particle a. Part (d) gave the Breit-Pauli Hamiltonian

H = Σ_a (p_a²/2m_a − p_a⁴/8m_a³) + α₁₂/r
 − (πα₁₂/2)(c_D1/m₁² + c_D2/m₂²) δ³(r)
 − (α₁₂/2m₁m₂) p₁ⁱ (δ^{ij}/r + rⁱr^j/r³) p₂^j
 − (α₁₂/4r³)[c_S1 σ₁·(r×p₁)/m₁² − c_S2 σ₂·(r×p₂)/m₂²]
 + (α₁₂/2m₁m₂r³)[c_F1 σ₁·(r×p₂) − c_F2 σ₂·(r×p₁)]
 + (α₁₂c_F1c_F2/4m₁m₂)[(σ₁·σ₂ − 3σ₁·n σ₂·n)/r³ − (8π/3)σ₁·σ₂ δ³(r)].

After the first line come the Darwin, orbit-orbit, own spin-orbit, spin-other-orbit and spin-spin terms. From part (b), each particle has

c_F = 1 + κ,
c_S = 1 + 2κ,
c_D = 1 + 2κ + 8m²F₁′,

or, with the charge radius r_E,

c_D = 1 + (4/3)m²r_E²,

which already contains κ and is used for a nucleus. The magnetic moment is c_F qσ/2m. Here κ = F₂(0) (a_e for the electron) and F₁′ = dF₁/dq² at q² = 0, set to zero for the electron, where F₁, F₂ are the form factors in Γ^μ = F₁(q²)γ^μ + iσ^{μν}q_ν F₂(q²)/2m. The time component of iσ^{μν}q_ν is α·Q, with Q = p′ − p, Dirac matrices α, β, and E = −iQA⁰ for the potential A⁰.

In part (c) the exchanged photon carries momentum k and energy k₀, and P = (p + p′)/2. The Gaunt form drops k₀ in Feynman gauge and so has δ^{ij} in place of T^{ij} = δ^{ij} − kⁱk^j/k². A contact operator δ³(r) from two-photon exchange, of order mα⁵, is omitted.

The first five test lines under "Computed results" check parts (b) to (d); v there is the velocity scale.

(e) For an attractive pair with α₁₂ = −a, a = Zα, find the spin-independent and contact shifts of the level n, l.

Solution. In the centre-of-mass frame p₁ = p, p₂ = −p. Let M = m₁ + m₂ and μ = m₁m₂/M. The unperturbed problem is p²ψ = 2μ(E + a/r)ψ with E = −μa²/2n², n = n_r + l + 1.

The Hellmann-Feynman theorem gives two radial averages. From ∂E/∂a = −⟨1/r⟩ follows ⟨1/r⟩ = μa/n². From ∂E/∂l at fixed n_r, (2l + 1)⟨r⁻²⟩/2μ = μa²/n³, so ⟨r⁻²⟩ = (μa)²/[n³(l + ½)]. The other two come from the radial equation u″ = 2μ(U − E)u with u = rR and U = −a/r + l(l + 1)/2μr². Multiplying by u′ and integrating by parts, with Uu² → 0 at the origin, gives u′(0)² = 2μ⟨dU/dr⟩. For l > 0, u′(0) = 0, so a⟨r⁻²⟩ = l(l + 1)⟨r⁻³⟩/μ. For l = 0, u′(0)² = 2μa⟨r⁻²⟩ = 4(μa)³/n³ and |ψ(0)|² = u′(0)²/4π. Thus

⟨r⁻³⟩ = (μa)³/[n³ l(l + ½)(l + 1)], |ψ(0)|² = (μa)³δ_{l0}/πn³.

The kinetic correction uses ⟨p⁴⟩ = ∫|p²ψ|² = 4μ²⟨(E + a/r)²⟩, a form that avoids the delta function hidden in ∇⁴ψ for S states. The average is E² + 2Ea⟨1/r⟩ + a²⟨r⁻²⟩ = μ²a⁴[1/4n⁴ − 1/n⁴ + 1/(n³(l + ½))]. The mass factor is 1/m₁³ + 1/m₂³ = M(M² − 3m₁m₂)/(μM)³ = (1 − 3μ/M)/μ³. Therefore

E_kin = μa⁴(1 − 3μ/M)[3/8n⁴ − 1/(2n³(l + ½))].

The orbit-orbit term has the sign −(−a)(−1), so E_oo = −(a/2m₁m₂)∫d³r [|∇ψ|² + |∂_rψ|²]/r. Call the first integral I. The identity ∇²|ψ|² = 2|∇ψ|² + ψ*∇²ψ + ψ∇²ψ* gives |∇ψ|² = ½∇²|ψ|² + 2μ(E + a/r)|ψ|², and ∫(1/r)∇²|ψ|² = −4π|ψ(0)|². Hence

I = −2π|ψ(0)|² + 2μ(E⟨1/r⟩ + a⟨r⁻²⟩) = (μa)³[−1/n⁴ + 2/(n³(l + ½)) − 2δ_{l0}/n³].

The angular integral of |∇ψ|² is R′² + l(l + 1)R²/r², so the second integral is I − l(l + 1)⟨r⁻³⟩. The subtracted term is (μa)³/[n³(l + ½)] for l > 0 and zero for l = 0, which is written for all l as (μa)³[1/(n³(l + ½)) − 2δ_{l0}/n³]. The sum of the two integrals is (μa)³[−2/n⁴ + 3/(n³(l + ½)) − 2δ_{l0}/n³], and with m₁m₂ = μM,

E_oo = μa⁴(μ/M)[1/n⁴ − 3/(2n³(l + ½)) + δ_{l0}/n³].

In the sum the terms 3μ/[2Mn³(l + ½)] cancel, and −9/8 + 1 = −1/8:

E_kin + E_oo = μa⁴[3/8n⁴ − 1/(n³(2l + 1)) − μ/(8Mn⁴) + (μ/M)δ_{l0}/n³].

The Gaunt form would give −aI/m₁m₂ for l > 0, that is 2I in place of 2I − l(l + 1)⟨r⁻³⟩, an error of order mα⁴ that destroys the cancellation. It arises although k₀ = 0 on shell in this frame, because k·P = (p′² − p²)/2 is not zero in a bound state. The formula for E_kin + E_oo and the values of ⟨r⁻³⟩ and |ψ(0)|² were confirmed in exact rational arithmetic from the Laguerre wave functions for 1S, 2S, 2P, 3P and 3D with unequal masses.

The contact terms act on S states only. The Darwin shift is

E_D = μ³a⁴(c_D1/m₁² + c_D2/m₂²)δ_{l0}/2n³.

With c_D2 = 1 + (4/3)m₂²r_E² it contains the finite-size shift (2/3)μ³a⁴r_E²/n³. The spin contact term is (2πa c_F1c_F2/3m₁m₂)σ₁·σ₂|ψ(0)|². As σ₁·σ₂ is +1 in the triplet and −3 in the singlet, the hyperfine splitting is

ΔE_hfs = 8c_F1c_F2 μ³a⁴/(3m₁m₂n³).

In S states the tensor term vanishes by the angular average and the spin-orbit terms by L = 0. For n ≥ 3 the tensor term could still mix nS with the degenerate nD level, but the radial integral of r⁻³ between Coulomb states of equal n with l and l + 2 is zero.

(f) Reduce the spin terms for l > 0, find the 2P levels, and examine the limit m₂ → ∞.

Solution. With r×p₁ = L, r×p₂ = −L and α₁₂ = −a, the own spin-orbit line becomes +(a/4r³)[c_S1σ₁·L/m₁² + c_S2σ₂·L/m₂²] and the other-orbit line +(a/2m₁m₂r³)[c_F1σ₁·L + c_F2σ₂·L]. With S₁₂ = 3σ₁·n σ₂·n − σ₁·σ₂,

H_s = [A₁σ₁·L + A₂σ₂·L + B S₁₂]/r³,
A_i = a(c_Si/4m_i² + c_Fi/2m₁m₂), B = a c_F1c_F2/4m₁m₂.

Let S = s₁ + s₂ with s = σ/2, and F = L + S. Then A₁σ₁·L + A₂σ₂·L = (A₁ + A₂)S·L + (A₁ − A₂)D with D = (s₁ − s₂)·L. For l = 1 and S = 1, x = S·L = [F(F + 1) − 4]/2 = 1, −1, −2 for F = 2, 1, 0.

From (S·n)² = (1 + σ₁·n σ₂·n)/2 and σ₁·σ₂ = 2S² − 3 follows S₁₂ = 6(S·n)² − 2S², which vanishes on the singlet. In the Cartesian basis of P states, with angular functions √(3/4π) n_b, the average of four unit vectors, (δδ + δδ + δδ)/15, gives ⟨b|nᵢn_j|c⟩ = (δ_{ij}δ_{bc} + δ_{ib}δ_{jc} + δ_{jb}δ_{ic})/5. With (L_i)_{bc} = −iε_{ibc} one finds (L_iL_j)_{bc} = δ_{ij}δ_{bc} − δ_{ic}δ_{jb}, so nᵢn_j → [3δ_{ij} − L_iL_j − L_jL_i]/5. Next S_iS_jL_iL_j = x², and S_iS_jL_jL_i = x² − i(S×S)·L = x² + x, by [L_j, L_i] = iε_{jik}L_k and S×S = iS. In the triplet S² = 2, so

S₁₂ = (6/5)(6 − 2x² − x) − 4 = −2/5, +2, −4 for F = 2, 1, 0.

D changes sign under exchange of the spins, so it links only singlet and triplet, and it commutes with F, so it acts only for F = 1. Its element d follows from σ₁·L = S·L + D. In the F = 1 space (triplet, singlet) this operator has diagonal elements −1, 0 and off-diagonal element d, and its eigenvalues are those of σ₁·L for j₁ = 3/2 and 1/2, namely 1 and −2. The determinant gives −d² = −2, so d = √2. In units of ⟨r⁻³⟩ = (μa)³/24,

E(F = 2) = A₁ + A₂ − 2B/5,
E(F = 0) = −2(A₁ + A₂) − 4B,
E(F = 1) = w/2 ± √(w²/4 + 2(A₁ − A₂)²), w = −(A₁ + A₂) + 2B.

These agree with a numerical diagonalization of the 12×12 matrix in which the nᵢn_j elements were obtained by angular quadrature. The tensor term also links l to l ± 2, but no F state exists at n = 2.

For A₂, B much smaller than A₁, the eigenvectors of σ₁·L are (1/√3, √(2/3)) for eigenvalue 1 and (√(2/3), −1/√3) for −2. The perturbation has −A₂ + 2B in the triplet corner and −√2A₂ off the diagonal. Its averages are (−A₂ + 2B)/3 − 4A₂/3 = −5A₂/3 + 2B/3 and 2(−A₂ + 2B)/3 + 4A₂/3 = 2A₂/3 + 4B/3, and its element between the two vectors is (2√2/3)(B − A₂). The first-order hyperfine splittings are then 8A₂/3 − 16B/15 for 2P₃/₂ and 8A₂/3 + 16B/3 for 2P₁/₂, and the fine structure is 3A₁.

For m₂ → ∞ at fixed c_F2, c_S2 and c_D2, that is for a point-like partner (at fixed r_E the finite-size term c_D2/m₂² → (4/3)r_E² remains, and at fixed magnetic moment so do the hyperfine terms), μ = m and only A₁ = ac_S/4m² and c_D1 survive; σ·L = l for j = l + ½ and −(l + 1) for j = l − ½. At κ = 0 the coefficient of ma⁴/n³ is −[1 − 1/(2l + 2)]/(2l + 1) = −1/(2l + 2) in the first case, −[1 + 1/2l]/(2l + 1) = −1/2l in the second, and −1 + ½ for l = 0. All three equal −1/(2j + 1). The Dirac energy m[1 + a²/(n − δ)²]^(−1/2), with δ = j + ½ − √((j + ½)² − a²) ≈ a²/(2j + 1), has the a⁴ term ma⁴[3/8n⁴ − 1/(n³(2j + 1))], in agreement. The anomaly adds κma⁴/n³ for l = 0 and κma⁴σ·L/[2n³l(l + ½)(l + 1)] for l > 0, which lifts the degeneracy of 2S₁/₂ and 2P₁/₂.

The anomalous shift has an independent relativistic expression. The F₂ time component of part (b), qκβα·Q A⁰/2m with QA⁰ = iE, is the Pauli operator (κq/2m)iβα·E. Its expectation value was evaluated in closed-form Dirac-Coulomb states at Zα = 0.01. The relative deviations from the formulas above were 1.5×10⁻⁴, 2.1×10⁻⁴, 2.0×10⁻⁴ and 2.9×10⁻⁵ for 1S₁/₂, 2S₁/₂, 2P₁/₂ and 2P₃/₂, and those of the a⁴ level shifts were 5.0×10⁻⁵, 5.3×10⁻⁵, 5.3×10⁻⁵ and 1.3×10⁻⁵. All are of order (Zα)². For 1S the value is understood from √(1 − a²) = 1 − a²/2 − a⁴/8 − a⁶/16, whose last two terms have the ratio a²/2 = 5.0×10⁻⁵.

(g) Evaluate the results for hydrogen-like phosphorus, P¹⁴⁺, with a spin-1/2 nucleus. The inputs are chosen model parameters, similar to ³¹P and not measured data: Z = 15, nuclear mass 30.966 u, moment 1.13 μ_N and r_E = 3.19 fm.

Solution. Particle 1 is the electron, particle 2 the nucleus. The constants are α = 0.00729735256, a_e = 0.00115965218, m_e = 510998.951 eV, m_p = 938272089 eV and ħc = 197326980 eV fm. Then M_N = 2.88446464×10¹⁰ eV, m_e/M_N = 1.77155561×10⁻⁵, μ = 510989.898 eV, Zα = 0.109460288 and μ(Zα)⁴ = 73.3565111 eV. The recurring mass ratios are (μ/m_e)² = 0.99996457, μ²/(m_eM_N) = μ/M = 1.771493×10⁻⁵ and (μ/M_N)² = 3.13830×10⁻¹⁰.

The electron has c_F = 1.00115965 and c_S = c_D = 1.0023193. For the nucleus the moment is c_F Ze/2M_N while μ_N = e/2m_p, so

c_F = 1.13 × 2.88446464×10¹⁰/(15 × 938272089) = 2.31592028,

κ = 1.31592028 and c_S = 1 + 2κ = 3.63184057. The factors Z and M_N/m_p appear because κ is defined relative to the particle's own charge and mass. With M_N r_E/ħc = 466.304, c_D = 1 + (4/3)(466.304)² = 2.89921×10⁵. So large a coefficient does not harm the expansion in the nuclear size, because it enters as c_Dk²/8M_N² ≈ k²r_E²/6, and the small parameter of that expansion is μZα r_E/ħc = 9.04×10⁻⁴. The finite-size shift below is still only the leading value: the relativistic rise of the electron density at the nucleus adds a relative correction of order (Zα)² ln(ħc/μZα r_E), which for 1S is about 9% here.

For 1S the Bohr energy is −3061.227 eV. The corrections are

kinetic + orbit-orbit: 73.3565111 × (−5/8 + (7/8) × 1.771493×10⁻⁵) = −45.84782 + 0.00114 = −45.84668 eV,
electron Darwin: 73.3565111 × 0.99996457 × 1.0023193/2 = 36.76202 eV,
its 2a_e part: 73.3565111 × 0.99996457 × 0.00115965218 = 85.065 meV,
nuclear c_D term: 73.3565111 × 3.13830×10⁻¹⁰ × 2.89921×10⁵/2 = 3.3372 meV.

The 1 in the nuclear c_D contributes only 1.151×10⁻⁵ meV; the rest is finite size. The hyperfine splitting is

(8/3) × 1.00115965 × 2.31592028 × 73.3565111 eV × 1.771493×10⁻⁵ = 8.0348 meV,

of which a_e supplies 0.00931 meV. For 2S it is 8.0348/8 = 1.00435 meV.

For 2P the spin-independent shift is 73.3565111 × (3/128 − 1/24 − 1.771493×10⁻⁵/128) = −1.337238 eV. With μ(Zα)⁴/24 = 3056.5213 meV,

A₁⟨r⁻³⟩ = 3056.5213 × (1.0023193 × 0.99996457/4 + 1.00115965 × 1.771493×10⁻⁵/2) = 765.9025 meV,
A₂⟨r⁻³⟩ = 3056.5213 × (3.63184057 × 3.13830×10⁻¹⁰/4 + 2.31592028 × 1.771493×10⁻⁵/2) = 0.0626998 meV,
B⟨r⁻³⟩ = 3056.5213 × 1.00115965 × 2.31592028 × 1.771493×10⁻⁵/4 = 0.0313858 meV.

The digits below are kept only so that small differences can be formed; the splittings themselves carry neglected relative corrections of order (Zα)². For a point magnetic dipole, Dirac wave functions raise the hyperfine splitting by about 0.35% in 2P₃/₂ and 2.4% in 2P₁/₂. The spin shifts are 765.902543 + 0.062700 − 0.012554 = 765.952689 meV for F = 2 and −2 × 765.965243 − 0.125543 = −1532.05603 meV for F = 0, and the two roots for F = 1 are 765.818968 and −1531.72144 meV. The hyperfine splittings are 0.1337210 meV for 2P₃/₂ and 0.3345904 meV for 2P₁/₂. The first-order expressions give 0.1671996 − 0.0334782 = 0.1337214 and 0.1671996 + 0.1673912 = 0.3345907 meV. Both exceed the splittings obtained from the exact roots by 3.8×10⁻⁷ meV, which is the repulsion of the two F = 1 levels, (8/9)(B − A₂)²/3A₁ = (8/9)(0.031314)²/2297.7 meV.

The fine structure is 3A₁⟨r⁻³⟩ = 2297.708 meV. It consists of the static Dirac value m_e(Zα)⁴/32 = 2292.432 meV, the anomalous part 5.317 meV, and a recoil remainder 2297.708 − 5.317 − 2292.432 = −0.041 meV. The remainder equals −(m_e/M_N) × 2292.43 meV: the factor (μ/m_e)³ in ⟨r⁻³⟩ gives −3m_e/M_N and the spin-other-orbit term returns +2m_e/M_N. A plain reduced-mass scaling of ⟨r⁻³⟩ would overstate the recoil threefold.

The exact Dirac splitting for a fixed point nucleus is 2309.736 meV, which lies 17.30 meV or 0.755% above the leading value; the relative excess is 0.63 times (Zα)² = 0.01198. At Z = 15 the omitted (Zα)⁶ term is thus about three times the anomalous-moment term that was kept. The two scale differently, as 0.63(Zα)² and 2a_e = 0.00232 relative to the leading splitting, and they are equal near Zα ≈ 0.061, about Z = 8. Only below that charge is the anomaly the leading correction to the 2P fine structure. The same caution holds for the S levels. The a_e share of the 1S hyperfine splitting, about 0.1%, is smaller than the neglected relativistic correction, about 1.8% for a point dipole, and of the same order as μZα r_E/ħc, the order at which nuclear structure enters that splitting through the two-photon contact operator. The leading structure term is −2μZα r_Z/ħc, with r_Z the Zemach radius, the mean distance between elements of the charge and of the magnetization. If both have a uniform or Gaussian distribution of rms radius r_E, then r_Z ≈ 4.2 fm and the term is about −0.24%, twice the a_e share and of opposite sign. The 85 meV anomalous Darwin shift stands beside the omitted F₁′, soft-photon and vacuum-polarization terms of the same order α(Zα)⁴m (the last alone is −(4/15)(α/π)(Zα)⁴m ≈ −45 meV at leading order), so it is not by itself a prediction of the radiative shift.

Computed results

```
test m=1.0, kappa=0.35, F1'=0.2: cF,cD,cS from QED = 1.35000 3.30000 1.70000
test m=1.7, kappa=-0.6, F1'=0.1: cF,cD,cS from QED = 0.40000 2.11200 -0.20000
test amplitude residual, v=0.02 and 0.01: 2.043e-07 1.277e-08, ratio 16.00
test Gaunt-only residual, same v: 6.087e-05 1.519e-05, ratio 4.01
test Fourier 4x4 max deviation: 6.1e-14
test Dirac n=1 kappa=-1, Z alpha=0.01: rel. error level 5.0e-05, Pauli term 1.5e-04
test Dirac n=2 kappa=-1, Z alpha=0.01: rel. error level 5.3e-05, Pauli term 2.1e-04
test Dirac n=2 kappa=+1, Z alpha=0.01: rel. error level 5.3e-05, Pauli term 2.0e-04
test Dirac n=2 kappa=-2, Z alpha=0.01: rel. error level 1.3e-05, Pauli term 2.9e-05
input Z: 15 
input nuclear mass: 30.966 u
input nuclear moment: 1.13 mu_N
input r_E: 3.19 fm
alpha: 0.00729735256 
a_e: 0.00115965218 
hbar c: 197326980 eV fm
m_e: 510998.951 eV
m_p: 938272089 eV
M_N: 2.88446464e+10 eV
m_e/M_N: 1.77155561e-05 
reduced mass mu: 510989.898 eV
Z alpha: 0.109460288 
(Z alpha)^2: 0.0119815548 
mu (Z alpha)^4: 73.3565111 eV
mu Z alpha r_E: 0.000904217933 
electron cF: 1.00115965 
electron cS = cD: 1.0023193 
nucleus kappa: 1.31592028 
nucleus cF: 2.31592028 
nucleus cS: 3.63184057 
nucleus cD: 289920.616 
1S Bohr energy: -3061.22672 eV
1S kinetic + orbit-orbit: -45.8466824 eV
1S electron Darwin: 36.7620211 eV
  of which 2 a_e: 85.0650241 meV
1S nuclear cD term: 3.3371979 meV
  of which the 1 in cD: 1.15107299e-05 meV
1S hyperfine splitting: 8.0347755 meV
  of which a_e: 0.00930675233 meV
2S hyperfine splitting: 1.00434694 meV
2P kinetic + orbit-orbit: -1.33723822 eV
A1 <r^-3>: 765.902543 meV
A2 <r^-3>: 0.0626998455 meV
B <r^-3>: 0.0313858418 meV
2P3/2 F=2 spin shift: 765.952689 meV
2P3/2 F=1 spin shift: 765.818968 meV
2P1/2 F=1 spin shift: -1531.72144 meV
2P1/2 F=0 spin shift: -1532.05603 meV
2P3/2 hyperfine splitting: 0.133720977 meV
2P1/2 hyperfine splitting: 0.334590365 meV
2P fine structure 3 A1 <r^-3>: 2297.70763 meV
  of which a_e: 5.31665819 meV
m_e (Z alpha)^4/32: 2292.43158 meV
exact Dirac 2P splitting: 2309.73584 meV
Dirac / leading - 1: 0.00754842718
```
